# Threshold voltage and body factor of a low-high step-doped MOS channel

**Q.** You want the threshold voltage of an n-channel transistor whose acceptor density is low near the surface and high below. Before any formula, tell me what is fixed and from where potentials are measured.

**A.** Let $x$ point from the oxide interface into the semiconductor. The acceptor density is $N_L$ for $0<x<d$ and $N_H>N_L$ for $x>d$. The body contact touches the neutral part of the heavy layer, so I set the potential $\psi$ to zero there and call its surface value $\psi_s$. The problem is one-dimensional, which means a long channel. The step is abrupt, the acceptors are all ionized, and carriers follow Boltzmann statistics. Quantum confinement and depletion of the gate are left out.

I write $v=kT/q$, $\varepsilon$ for the semiconductor permittivity, $C_{ox}$ for the oxide capacitance per area, and

$$\phi_L=v\ln\frac{N_L}{n_i},\qquad \phi_H=v\ln\frac{N_H}{n_i},$$

where $n_i$ is the intrinsic density.

**Q.** Then threshold is at $\psi_s=2\phi$, as in a uniform body. Which $\phi$ do you take?

**A.** Neither one twice. Threshold needs a criterion, and I take the surface electron density equal to the acceptor density at the surface, $N_L$. In the neutral heavy layer the equilibrium electron density is $n_i^2/N_H$. A source-body reverse bias $V_{SB}$ lowers the electron population at a given potential, so

$$n_s=\frac{n_i^2}{N_H}\exp\frac{\psi_s-V_{SB}}{v}.$$

Setting $n_s=N_L$ and taking the logarithm gives

$$\frac{\psi_s-V_{SB}}{v}=\ln\frac{N_LN_H}{n_i^2}
\quad\Rightarrow\quad \psi_s=\phi_L+\phi_H+V_{SB}\equiv\psi .$$

One Fermi potential comes from the body where $\psi$ is measured, the other from the surface where electrons are counted. If $N_L=N_H$, the familiar $2\phi+V_{SB}$ returns. In a uniform body that point is also where the inversion capacitance equals the depletion capacitance. In a step body it is not: the criterion is met earlier, in weak inversion. In the example below the inversion capacitance at this point is only 0.16 of the depletion capacitance, and the two become equal at a gate voltage about 60 mV higher.

**Q.** The gate voltage will also contain a work-function difference. With two dopings, which one does the gate see?

**A.** The body contact sits on the heavy layer, so that layer's work function enters. Its Fermi level lies $q\phi_H$ below the intrinsic level. If the gate work function, measured relative to the intrinsic level and divided by $q$, is $V_g$, the gate-body work-function difference is $V_g-\phi_H$.

The gate-body voltage is this difference plus the drops across semiconductor and oxide. Let $Q>0$ be the magnitude of the acceptor charge per area, and $Q_f$ a fixed positive charge at the interface. The gate must balance $-Q+Q_f$, so the oxide drop is $(Q-Q_f)/C_{ox}$. With $V_M=V_g-Q_f/C_{ox}$,

$$V_{GB}=V_M-\phi_H+\psi_s+\frac{Q}{C_{ox}} .$$

The electron charge is neglected here; its size at threshold is found below. The threshold voltage is referred to the source, so I subtract $V_{SB}$ and insert $\psi_s=\phi_L+\phi_H+V_{SB}$:

$$V_T=V_M-\phi_H+(\phi_L+\phi_H+V_{SB})-V_{SB}+\frac{Q(\psi)}{C_{ox}}
=V_M+\phi_L+\frac{Q(\psi)}{C_{ox}} .$$

The explicit $\phi_H$ has cancelled. The heavy doping now acts through $Q$.

**Q.** That leaves $Q$. The depletion edge stops at the heavy layer, so the depleted charge is $qN_Ld$, and we are done.

**A.** That charge supports only a definite band bending, and nothing makes it equal to $\psi$. The missing charge must come from the heavy layer, even if the edge enters it by a very small distance. Let the edge be at $W>d$, and assume for now that holes are absent for $x<W$ and the body is neutral beyond.

Poisson's equation is $d^2\psi/dx^2=qN_A/\varepsilon$, because ionized acceptors are negative. With the field $F=-d\psi/dx$ and $F(W)=0$, integration from the edge gives

$$F(x)=\frac{qN_H}{\varepsilon}(W-x),\qquad d<x<W,$$

$$F(x)=\frac{q}{\varepsilon}\left[N_H(W-d)+N_L(d-x)\right],\qquad 0<x<d .$$

The band bending is the integral of $F$ from $0$ to $W$. The heavy part contributes $qN_H(W-d)^2/2\varepsilon$. The light part contributes $(q/\varepsilon)[N_H(W-d)d+N_Ld^2/2]$. The two terms in $N_H$ combine as

$$\frac{(W-d)^2}{2}+(W-d)d=\frac{(W-d)(W+d)}{2},$$

and therefore

$$\psi=\frac{q}{2\varepsilon}\left[N_Ld^2+N_H(W^2-d^2)\right].$$

Solving for the edge,

$$W^2=d^2\left(1-\frac{N_L}{N_H}\right)+\frac{2\varepsilon\psi}{qN_H}.$$

**Q.** What if the bending is too small to push the edge that far?

**A.** Then this solution does not apply. Setting $W=d$ gives the bending supported by the light layer alone,

$$\psi_L=\frac{qN_Ld^2}{2\varepsilon},$$

and the formula needs $\psi>\psi_L$. This is a condition within the depletion model, and with mobile holes it is not sufficient. The step has a built-in potential $\phi_H-\phi_L$, and the light layer begins to deplete only when $\psi$ reaches about that value. The formula is reliable only when $\psi$ is well above $\psi_L+\phi_H-\phi_L$.

**Q.** How much charge does the heavy layer add when the condition holds?

**A.** Subtract $\psi_L$ from $\psi$ and factor the difference of squares:

$$\psi-\psi_L=\frac{qN_H}{2\varepsilon}(W-d)(W+d)
\quad\Rightarrow\quad
qN_H(W-d)=\frac{2\varepsilon(\psi-\psi_L)}{W+d}.$$

The total is

$$Q=qN_Ld+\frac{2\varepsilon(\psi-\psi_L)}{W+d}.$$

The second term is a thin slab of charge centred at $(W+d)/2$. A charge per area $\sigma$ centred at depth $\bar x$ supports a bending $\sigma\bar x/\varepsilon$, which is what this term expresses.

**Q.** So the edge is not held at $d$. You have just moved it.

**A.** It is held approximately, and the same relation says how well. Since $W+d>2d$,

$$W-d<\frac{\varepsilon(\psi-\psi_L)}{qN_Hd}.$$

The displacement is small compared with $d$ when $N_H\gg\varepsilon(\psi-\psi_L)/(qd^2)$. Then $W+d$ may be replaced by $2d$. I call the resulting charge $Q_p$:

$$Q_p=qN_Ld+\frac{\varepsilon(\psi-\psi_L)}{d}.$$

Because $\varepsilon\psi_L/d=qN_Ld/2$, half of the first term is removed:

$$Q_p=\frac{\varepsilon\psi}{d}+\frac{qN_Ld}{2}.$$

The held-edge threshold voltage is thus

$$V_T=V_M+\phi_L+\frac{1}{C_{ox}}\left[\frac{\varepsilon(\phi_L+\phi_H+V_{SB})}{d}+\frac{qN_Ld}{2}\right].$$

**Q.** Why is only half of the light-layer charge there? All of its acceptors are ionized.

**A.** They are all counted. At fixed $\psi$, the light-layer charge supports part of the bending from an average depth $d/2$. The slab at $d$ is twice as deep, so each unit of its charge supports twice as much bending. Adding $qN_Ld$ in the light layer therefore removes half that amount from the slab. The net increase is $qN_Ld/2$.

**Q.** I would like the error of replacing $W+d$ by $2d$, not an assurance that it is small.

**A.** Subtract the two charges within the depletion model:

$$Q_p-Q=\varepsilon(\psi-\psi_L)\left[\frac1d-\frac{2}{W+d}\right]
=\varepsilon(\psi-\psi_L)\frac{W-d}{d(W+d)} .$$

It is positive. Holding the edge at $d$ puts the slab slightly too near the surface, so more charge is needed for the same bending, and $V_T$ comes out too high.

**Q.** Now the body factor. What is being differentiated?

**A.** It is the change in gate voltage needed per change in surface potential, with the inversion charge excluded:

$$m=\frac{dV_{GB}}{d\psi_s}=1+\frac{1}{C_{ox}}\frac{dQ}{d\psi_s}.$$

From $Q=qN_Ld+qN_H(W-d)$ we get $dQ/dW=qN_H$. From the expression for the bending, $d\psi_s/dW=qN_HW/\varepsilon$. Their ratio is

$$\frac{dQ}{d\psi_s}=\frac{\varepsilon}{W},\qquad m=1+\frac{\varepsilon}{WC_{ox}} .$$

The added charge appears at the edge, so the semiconductor responds like a parallel-plate capacitor of thickness $W$. For a held edge,

$$m=1+\frac{\varepsilon}{dC_{ox}},$$

and $m-1$ is too large by the factor $W/d$.

**Q.** Is this the same quantity as the sensitivity to body bias?

**A.** It gives it directly. In $V_T=V_M+\phi_L+Q(\psi)/C_{ox}$ the bias enters through $\psi$, and $d\psi/dV_{SB}=1$. Hence

$$\frac{dV_T}{dV_{SB}}=\frac{1}{C_{ox}}\frac{dQ}{d\psi}=m-1,$$

with $m$ taken at that value of $\psi$. If the edge is held, $V_T$ is linear in $V_{SB}$. In a uniform body, setting $N_L=N_H=N$ gives $W=\sqrt{2\varepsilon\psi/(qN)}$ and $Q=qNW$, so the slope falls as $\psi^{-1/2}$.

**Q.** A uniform body could be doped to put its edge at $d$ as well. What has the step gained?

**A.** Less depletion charge for the same body factor. Compare at equal $\psi$ and equal edge depth $d$. The uniform body must satisfy $\psi=qN_ud^2/2\varepsilon$, so its doping and charge are

$$N_u=\frac{2\varepsilon\psi}{qd^2},\qquad Q_u=qN_ud=\frac{2\varepsilon\psi}{d}.$$

With a nearly undoped light layer, the held-edge charge is $\varepsilon\psi/d$, which is half. All of it lies at depth $d$, whereas the uniform charge has average depth $d/2$. Both bodies have $m=1+\varepsilon/(dC_{ox})$, because both add charge at $d$. This compares charges at one chosen bending; the threshold bending of each body still depends on its own doping.

**Q.** Put numbers in. I suspect your heavy layer must be doped absurdly to hold anything.

**A.** Take round model parameters: relative permittivities 12 for the channel and 4 for the oxide, $n_i=10^{10}\ \mathrm{cm^{-3}}$, temperature 300 K, $N_L=10^{17}\ \mathrm{cm^{-3}}$, $N_H=5\times10^{18}\ \mathrm{cm^{-3}}$, $d=30$ nm, an oxide of 2 nm, and $V_M=0$. Then $v=25.85$ mV and $C_{ox}=1.771\ \mathrm{\mu F/cm^2}$. A useful length is $\varepsilon/C_{ox}=(12/4)\times2=6$ nm.

The Fermi potentials are $\phi_L=0.4167$ V and $\phi_H=0.5178$ V, so at $V_{SB}=0$ the threshold bending is $\psi=0.9345$ V. The light layer alone supports $\psi_L=0.0679$ V, so the edge is well into the regime assumed.

For the edge, the definition of $\psi_L$ lets me write $2\varepsilon\psi/(qN_H)=(N_L/N_H)d^2\psi/\psi_L$. With $N_L/N_H=0.02$,

$$W^2=900\times0.98+0.02\times900\times\frac{0.9345}{0.0679}\approx1130\ \mathrm{nm^2},$$

and $W=33.6$ nm. The edge has moved 3.6 nm, or 12% of $d$. The density scale in the holding condition is $\varepsilon(\psi-\psi_L)/(qd^2)=N_L(\psi-\psi_L)/(2\psi_L)\approx6.4\times10^{17}\ \mathrm{cm^{-3}}$, and $N_H$ is about eight times that.

**Q.** And the charge I proposed at the start?

**A.** $qN_Ld=0.0481\ \mathrm{\mu C/cm^2}$. The heavy layer supplies another $0.2895\ \mathrm{\mu C/cm^2}$, which is 86% of the total $0.3376\ \mathrm{\mu C/cm^2}$. Dividing by $C_{ox}$ gives 0.1906 V, so

$$V_T=0.4167+0.1906=0.6073\ \mathrm{V}.$$

With the light-layer charge alone you would have found about 0.444 V.

For the held edge, $\varepsilon/(dC_{ox})=6/30=0.2$, and half of $qN_Ld/C_{ox}$ is 0.0136 V. The oxide drop is $0.2\times0.9345+0.0136=0.2005$ V, and $V_T=0.6172$ V. The excess agrees with the error formula:

$$0.2\times(0.9345-0.0679)\times\frac{3.614}{63.614}=0.0098\ \mathrm{V}.$$

The body factor is $m=1+6/33.61=1.179$ at finite $N_H$ and 1.200 for the held edge.

The uniform body with its edge at $d$ and the same bending needs $N_u=1.38\times10^{18}\ \mathrm{cm^{-3}}$ and carries $0.662\ \mathrm{\mu C/cm^2}$. A nearly undoped layer over a held edge carries $0.331\ \mathrm{\mu C/cm^2}$.

**Q.** You give tenths of a nanometre for an edge that you drew as perfectly sharp. Holes do not stop at a line.

**A.** Correct, so I restore them. In the heavy and light layers alike the hole density is $p=N_He^{-\psi/v}$, since both share one hole Fermi level. Away from strong inversion, Poisson's equation becomes

$$\frac{d^2\psi}{dx^2}=\frac q\varepsilon\left(N_A-N_He^{-\psi/v}\right).$$

Multiply by $d\psi/dx$. The left side becomes $\tfrac12\,d(F^2)/dx$, and the right side can be integrated over $\psi$ in each layer. From the neutral body, where $F=0$ and $\psi=0$, up to the potential $\psi_d$ at the step,

$$F_d^2=\frac{2q}{\varepsilon}N_H\left[\psi_d-v+ve^{-\psi_d/v}\right].$$

From the step to the surface,

$$F_s^2-F_d^2=\frac{2q}{\varepsilon}\left[N_L(\psi_s-\psi_d)+N_Hv\left(e^{-\psi_s/v}-e^{-\psi_d/v}\right)\right].$$

On addition the terms in $e^{-\psi_d/v}$ cancel. The term in $e^{-\psi_s/v}$ is negligible at threshold, leaving

$$F_s^2=\frac{2q}{\varepsilon}\left[N_H(\psi_d-v)+N_L(\psi_s-\psi_d)\right].$$

The sharp-edge model has the same equation with $\psi_d$ in place of $\psi_d-v$.

**Q.** One equation with two unknowns, $F_s$ and $\psi_d$. What closes it?

**A.** The voltage across the light layer. If the holes that spill into it are few, its charge is uniform and

$$\psi_s-\psi_d=F_sd-\frac{qN_Ld^2}{2\varepsilon},$$

as in the sharp-edge model. Now define $\psi_s'=\psi_s-v$ and $\psi_d'=\psi_d-v$. The difference $\psi_s-\psi_d$ is unchanged, and both equations become those of the sharp-edge model for the primed potentials. So the leading thermal correction is to replace $\psi$ by $\psi-v$ in $W$ and $Q$, while the threshold condition itself stays as it was. Since $dQ/d\psi=\varepsilon/W$, this lowers $V_T$ by about $(m-1)v$.

**Q.** "If the spilled holes are few" carries a lot of weight. Solve it without that assumption.

**A.** I keep the holes and also the electrons. The electrons add $(2q/\varepsilon)n_0v(e^{\psi/v}-1)$ to $F^2$, with $n_0=(n_i^2/N_H)e^{-V_{SB}/v}$. The first integral then gives $F$ at each potential in the light layer, and $\psi_d$ follows from the requirement

$$d=\int_{\psi_d}^{\psi_s}\frac{d\psi}{F(\psi)} .$$

Adaptive quadrature and a root search solve this. The threshold voltage then uses $\varepsilon F_s$ in place of $Q$.

The result is 0.6034 V, about 4 mV below the sharp-edge value. The shift $\psi\to\psi-v$ gives 0.6027 V. The remaining 0.7 mV is the electron charge: solving with and without electrons changes $V_T$ by 0.74 mV. For the body factor, a central difference of the solution without electrons gives 1.180, against 1.179 from the shifted formula.

The full solution has $\psi_d=72$ mV, or $2.80v$, whereas the sharp edge has 49 mV. The hole density at the step is $e^{-2.80}\approx6\%$ of $N_H$. That is about three times $N_L$, but it decays quickly. The field at the step is near $(0.2895/1.771)/6$ V/nm, or 27 mV/nm, so the potential rises by $v$ in about 1 nm.

**Q.** Then raise $N_H$ without limit. The edge is held perfectly and your simplest formula becomes exact.

**A.** The sharp-edge model says so, but the holes do not. Solve the first integral for the potential at the step:

$$\psi_d-v=\frac{1}{N_H}\left[\frac{\varepsilon F_s^2}{2q}-N_L(\psi_s-\psi_d)\right].$$

The smallest field in the light layer cannot exceed its average, which is below $\psi_s/d$. Between that point and the surface the acceptors can add at most $qN_Ld/\varepsilon$. Thus $F_s$ is bounded by $\psi_s/d+qN_Ld/\varepsilon$, and $\psi_s$ grows only logarithmically with $N_H$. The right side tends to zero and $\psi_d\to v$. The hole density on the light side of the step then approaches $N_H/e$, and the assumption of few spilled holes fails. Boltzmann statistics and an abrupt step would also become doubtful. The held-edge formula is for a large but finite $N_H$.

**Q.** Show me the trend over dopings you would accept.

**A.** At $V_{SB}=0$, with the other parameters unchanged, the threshold voltages in volts are:

| $N_H$ (cm⁻³) | $W$ (nm) | finite $N_H$ | held edge | with carriers |
|---|---|---|---|---|
| $1\times10^{18}$ | 44.7 | 0.576 | 0.609 | 0.574 |
| $2\times10^{18}$ | 38.2 | 0.592 | 0.612 | 0.589 |
| $5\times10^{18}$ | 33.6 | 0.607 | 0.617 | 0.603 |
| $1\times10^{19}$ | 31.9 | 0.615 | 0.621 | 0.611 |

At the lowest doping the edge lies 49% beyond $d$, and the held formula is 32 mV above the finite-$N_H$ one. At the highest doping the excess is about 5 mV. The held values themselves drift upward because $\phi_H$ is part of the bending: each decade of $N_H$ adds $0.2\,v\ln10\approx12$ mV.

**Q.** Last objection. Body bias pushes the edge deeper, so the promised linearity must fail.

**A.** It fails gently. From $V_{SB}=0$ to 1 V, at $N_H=5\times10^{18}\ \mathrm{cm^{-3}}$, the edge moves from 33.6 to 37.4 nm, an increase of 11%. In a uniform body the same change of bending would multiply $W$ by $\sqrt{1.9345/0.9345}=1.44$.

Over that volt the held formula raises $V_T$ by 0.200 V. The finite-$N_H$ formula and the solution with carriers both raise it by 0.169 V. Under the criterion $n_s=N_L$ the held edge therefore overstates the shift by 18% relative to either. That figure belongs to this criterion; the last answer shows how another one changes it.

**Q.** And how much of $V_T$ is your choice of criterion?

**A.** More than any of these corrections. Asking for ten times the surface electron density raises $\psi_s$ by $v\ln10\approx60$ mV. The depletion part of the gate balance then moves by $m$ times that, about 70 mV, before the extra electron charge is counted. A threshold voltage should be compared with another only under the same criterion. The slope with body bias also depends on the criterion. Among criteria of fixed surface density the change is small: a higher density makes $W$ slightly larger and adds electron charge, which shrinks as the bias raises the surface field, and ten times the density lowers the shift over one volt from 0.169 to 0.166 V. A criterion of fixed electron charge per area, closer to a constant-current measurement, acts the other way. That charge is about $qn_sv/F_s$, and $F_s$ nearly doubles over the volt, so $\psi_s$ must rise by a further $v\ln(F_s'/F_s)$, with $F_s'$ the field under bias. The shift becomes 0.189 V, and the held value is then only about 6% above it.

The millivolt differences above compare approximations within one model; they are not the accuracy of a real device's threshold. At the surface field found here, about 0.3 MV/cm, quantum confinement in a silicon channel can raise $V_T$ by tens of millivolts, and by more under body bias as the field grows, which also steepens the slope. A step graded with an error-function width of 3 nm raises $V_T$ by about 5 mV, and one of 5 nm by about 13 mV. In silicon, at $N_H$ from $5\times10^{18}$ to $10^{19}\ \mathrm{cm^{-3}}$, the Fermi level lies within about $2kT$ of the valence band; band-gap narrowing and incomplete ionization can change $\phi_H$ by tens of millivolts, and $V_T$ by $m-1$ times that.

Numerical values quoted here were computed with a short program.
